# Nonlocal Electron Heating in an Exponentially Rising Drain Field, part 1

(Sections cited here and not found follow in the second part.)

## I. The energy balance and its solution

### Definitions and conventions

Electrons in the channel of a field-effect transistor move in the $+x$ direction, from source to drain. The elementary charge is $q>0$, so an electron carries charge $-q$. The symbol $E(x)>0$ denotes the magnitude of the longitudinal electric field. The field vector points toward the source, and the force on an electron is $+qE$ along $+x$. Boltzmann's constant is $k$.

The electrons have temperature $T_e(x)$ and the lattice has the constant temperature $T_L$. Their difference is
$$\theta(x)=T_e(x)-T_L. \tag{1}$$
The mean electron velocity is $v$, the effective mass is $m$, and $n$ is the number of electrons per unit length along the channel, summed over its cross-section. With this choice of $n$, a current layer that spreads in depth needs no separate treatment, provided that all electrons at a given $x$ share the same $v$ and $T_e$.

The model rests on these assumptions:

- The state is steady, and no electrons are generated or lost, so the particle flux $nv$ is independent of $x$.
- The velocity $v$ is constant, as in a velocity-saturated channel.
- The band is parabolic and isotropic, and the electrons are nondegenerate, with a drifted Maxwellian distribution.
- The excess energy relaxes to the lattice with a constant time $\tau$.
- Heat conduction within the electron gas is neglected.

The second half estimates what several of these assumptions cost in a silicon transistor.

### Energy carried by the current

Write the velocity of one electron as $\mathbf u=v\hat{\mathbf x}+\mathbf c$, where $\mathbf c$ is its random part. For a Maxwellian, $\langle c_x\rangle=0$, $\langle c_x^2\rangle=kT_e/m$, $\langle c^2\rangle=3kT_e/m$, and the odd average $\langle c_xc^2\rangle$ vanishes. Each electron contributes to the energy flux through the product of its velocity along $x$ and its kinetic energy. The mean of this product is
$$\left\langle u_x\frac{mu^2}{2}\right\rangle
=\frac m2\left\langle (v+c_x)(v^2+2vc_x+c^2)\right\rangle. \tag{2}$$
Multiplying out, the terms with a nonzero average are $v^3$, $v\langle c^2\rangle$ and $2v\langle c_x^2\rangle$. Therefore
$$\left\langle u_x\frac{mu^2}{2}\right\rangle
=\frac m2\left(v^3+\frac{3vkT_e}{m}+\frac{2vkT_e}{m}\right)
=v\left(\frac52kT_e+\frac{mv^2}{2}\right). \tag{3}$$
The energy flux $S$ is $n$ times this expression:
$$S=nv\left(\frac52kT_e+\frac{mv^2}{2}\right). \tag{4}$$

The mean thermal energy of an electron is $\tfrac32kT_e$, but the current carries $\tfrac52kT_e$ per electron. The additional $kT_e$ is the work done by the electron pressure as the gas moves forward. The distinction matters below: the field supplies the transported energy, whereas relaxation acts on the stored energy.

### The balance in a short piece of channel

Consider the electrons between $x$ and $x+dx$. The field does work on them at the rate $nv\,qE\,dx$. Their mean energy exceeds its equilibrium value by $\tfrac32k\theta+\tfrac12mv^2$, and this excess passes to the lattice at the rate $n(\tfrac32k\theta+\tfrac12mv^2)dx/\tau$. In a steady state the net gain leaves through the difference in energy flux:
$$\frac{dS}{dx}=nv\,qE-\frac n\tau\left(\frac32k\theta+\frac{mv^2}{2}\right). \tag{5}$$

Insert equation (4) and divide by the constant $nv$. Since $v$ is constant, $d(mv^2/2)/dx=0$; since $T_L$ is constant, $dT_e/dx=d\theta/dx$. This gives
$$\frac52k\frac{d\theta}{dx}=qE-\frac{3k\theta}{2v\tau}-\frac{mv^2}{2v\tau}. \tag{6}$$
The last term is the relaxation of the drift energy. It is neglected when $mv^2/2$ is small compared with $\tfrac32k\theta$, leaving the linear balance
$$\frac52k\frac{d\theta}{dx}=qE-\frac{3k\theta}{2v\tau}. \tag{7}$$

Division by $5k/2$ turns the coefficient of $\theta$ into $3/(5v\tau)$. Define its reciprocal as the energy relaxation length,
$$\lambda=\frac53v\tau. \tag{8}$$
The balance becomes
$$\frac{d\theta}{dx}+\frac\theta\lambda=\frac{2q}{5k}E(x). \tag{9}$$
The factor $5/3$ in $\lambda$ is the ratio of transported thermal energy, $\tfrac52kT_e$, to stored thermal energy, $\tfrac32kT_e$. An electron gas entering a field-free region cools as $e^{-x/\lambda}$, and therefore over a longer distance than $v\tau$.

### The local temperature

In a uniform field, far from the entry, $d\theta/dx=0$. Equation (9) then gives $\theta=(2q/5k)\lambda E$. The local approximation applies this uniform-field result at every point of a nonuniform field:
$$\theta_{\rm loc}(x)=\frac{2q}{5k}\lambda E(x). \tag{10}$$
With equation (8), this is the same as $\tfrac32k\theta_{\rm loc}/\tau=qEv$: all the power received by an electron is passed on to the lattice at the same place. Equation (9) can now be written as
$$\theta=\theta_{\rm loc}-\lambda\frac{d\theta}{dx}. \tag{11}$$
Where the electron temperature is rising, it lies below its local value, because part of the power is being used to heat the gas.

### Solution for an arbitrary field

Multiply equation (9) by $e^{x/\lambda}$. The product rule combines the two terms on the left:
$$\frac{d}{dx}\left(\theta e^{x/\lambda}\right)=\frac{2q}{5k}E(x)e^{x/\lambda}. \tag{12}$$
Integrate from an entry point $x_0$ to $x$, then multiply by $e^{-x/\lambda}$:
$$\theta(x)=\theta(x_0)e^{-(x-x_0)/\lambda}
+\frac{2q}{5k}\int_{x_0}^{x}E(x')e^{-(x-x')/\lambda}\,dx'. \tag{13}$$
The temperature at $x$ depends on the field upstream of $x$. Heating at a distance $s=x-x'$ upstream is remembered with weight $e^{-s/\lambda}$. In this model the downstream field has no influence, since the current carries energy one way and heat conduction has been left out.

### The exponentially rising field

Let the field reach its peak $E_p$ at $x=0$, and let it rise toward that point with field length $l$:
$$E(x)=E_pe^{x/l},\qquad x\le0. \tag{14}$$
Suppose first that the rise extends from far upstream and that $\theta$ stays bounded there. As $x_0\to-\infty$, the entry term in equation (13) vanishes. With $s=x-x'$, the field at the earlier point is $E(x-s)=E(x)e^{-s/l}$, and
$$\theta(x)=\frac{2q}{5k}E(x)\int_0^\infty
e^{-s(1/l+1/\lambda)}\,ds
=\frac{2q}{5k}\frac{E(x)}{1/l+1/\lambda}. \tag{15}$$
The reciprocal of the denominator is $l\lambda/(l+\lambda)$. Comparison with equation (10) gives
$$\boxed{\theta(x)=\frac{l}{l+\lambda}\,\theta_{\rm loc}(x)},\qquad x\le0. \tag{16}$$

Substitution confirms the result. A solution proportional to $e^{x/l}$ has $d\theta/dx=\theta/l$, so the left side of equation (9) is $(1/l+1/\lambda)\theta$, as equation (15) requires. The reduction factor
$$f=\frac{l}{l+\lambda} \tag{17}$$
is the same at every point of the rise because heating and temperature grow with the same length $l$.

Direct numerical integration of equation (7) also tests the factor. With $\lambda=66.67$ nm and $\theta=0$ imposed $25l$ upstream of the peak, the ratio of $\theta$ to its uniform-field value is 0.1304, 0.2308, 0.3750, 0.5455 and 0.8571 for $l=10$, 20, 40, 80 and 400 nm. These agree with equation (17) to all the digits given.

### How much upstream channel is needed

The integrand in equation (15) decays over the length
$$\Lambda=\left(\frac1l+\frac1\lambda\right)^{-1}=\frac{l\lambda}{l+\lambda}, \tag{18}$$
which is shorter than both $l$ and $\lambda$. Field at distances greater than $s$ upstream contributes the fraction $e^{-s/\Lambda}$ of the temperature rise. The assumptions of constant velocity and exponential field therefore need to hold over a few lengths $\Lambda$ before the point of interest. They need not hold in the source region.

If the exponential field begins at a finite entry $x_0$, let $\theta_\infty(x)$ denote the solution (16). The difference $\theta-\theta_\infty$ satisfies equation (9) without its source and decays as $e^{-(x-x_0)/\lambda}$. Meanwhile $\theta_\infty$ grows as $e^{(x-x_0)/l}$. Dividing one by the other gives the deviation relative to the rule:
$$\frac{\theta(x)}{\theta_\infty(x)}-1
=\left[\frac{\theta(x_0)}{\theta_\infty(x_0)}-1\right]
e^{-(x-x_0)/\Lambda}. \tag{19}$$
A cold entry makes the bracket $-1$. A very hot entry can make it large and positive, and a longer distance is then needed before equation (16) applies.

### Where the energy has gone

The factor has a direct meaning as an energy fraction. Up to the point $x$, the field (14) has done the work
$$\int_{-\infty}^{x}qE(x')\,dx'=qE(x)l \tag{20}$$
on each transported electron. By equation (15), the rise in energy carried by the current is
$$\frac52k\theta(x)=qE(x)\frac{l\lambda}{l+\lambda}
=qE(x)l\,\frac{\lambda}{l+\lambda}. \tag{21}$$
The energy given to the lattice follows from the loss term in equation (7). Since $3/(2v\tau)=5/(2\lambda)$, and since the integral of $\theta$ up to $x$ is $l\theta(x)$,
$$\int_{-\infty}^{x}\frac{3k\theta}{2v\tau}\,dx'
=\frac{5k}{2\lambda}\,l\theta(x)
=qE(x)l\,\frac{l}{l+\lambda}. \tag{22}$$
Equations (21) and (22) add to equation (20). Thus $f$ is the fraction of the field's work already given to the lattice, and $1-f=\lambda/(l+\lambda)$ is the fraction still carried by the electrons.

The local approximation has no such budget. Equation (10) gives a carried energy $\tfrac52k\theta_{\rm loc}=qE\lambda$. When $\lambda>l$, this exceeds the entire work $qEl$ done by the field. The local formula then assigns to the electrons more energy than they have received, even before any loss is counted.

### Limits and the failure of a gradient correction

For a slowly rising field, $l\gg\lambda$, expansion of equation (17) gives
$$f=\frac1{1+\lambda/l}=1-\frac\lambda l+O\!\left(\frac{\lambda^2}{l^2}\right), \tag{23}$$
and the local result returns. For a steep field, $l\ll\lambda$, equation (21) tends to
$$\frac52k\theta\to qEl. \tag{24}$$
The electrons then keep nearly all the energy they have gained, and the relaxation time drops out of the leading result.

It may seem sufficient to correct the local temperature by its gradient. Replacing $\theta$ on the right of equation (11) by $\theta_{\rm loc}$ gives $\theta\simeq\theta_{\rm loc}-\lambda\,d\theta_{\rm loc}/dx=(1-\lambda/l)\theta_{\rm loc}$. This is the first-order form of equation (23), but it becomes negative when $\lambda>l$. Repeating the replacement produces the geometric series $1-\lambda/l+(\lambda/l)^2-\cdots$, which converges for $\lambda<l$ and diverges otherwise. The integral in equation (15) has no such restriction.

### Delay and effective field

Because the field is exponential, a reduction in magnitude is equivalent to a displacement. Seek a distance $\delta$ for which $\theta(x)=\theta_{\rm loc}(x-\delta)$. The local temperature at the earlier point is smaller by $e^{-\delta/l}$, so equation (16) requires $e^{-\delta/l}=l/(l+\lambda)$, or
$$\delta=l\ln\left(1+\frac\lambda l\right). \tag{25}$$
For $\lambda\ll l$ the delay approaches $\lambda$. For $\lambda\gg l$ it grows only logarithmically with $\lambda$, as $l\ln(\lambda/l)$.

The same temperature would exist in a uniform field
$$E_{\rm eff}(x)=fE(x)=\frac{l}{l+\lambda}E(x). \tag{26}$$
This effective field reproduces the mean thermal energy. It need not reproduce the number of electrons far above that mean.

The factor applies to the rising field. If the field drops to zero immediately after $x=0$, equation (13) gives $\theta(x)=\theta(0)e^{-x/\lambda}$ for $x>0$, whereas $\theta_{\rm loc}$ is zero there. Beyond such an abrupt drop the electrons are hotter than the local formula predicts, and multiplying its zero by $f$ corrects nothing.

## II. A silicon drain region and the limits of the model

### Results carried forward

As before, $E$ is the magnitude of the longitudinal field, $\theta=T_e-T_L$ is the electron temperature rise, $v$ the constant mean velocity, $\tau$ the energy relaxation time, and $\lambda=\tfrac53v\tau$ the energy relaxation length. The balance is $\theta'+\theta/\lambda=(2q/5k)E$, where a prime denotes a derivative along the channel. For a field rising as $e^{x/l}$ to its peak $E_p$ at $x=0$, the temperature rise is $f\theta_{\rm loc}$, with $f=l/(l+\lambda)$ and $\theta_{\rm loc}=(2q/5k)\lambda E$. The memory length is $\Lambda=l\lambda/(l+\lambda)$.

### Why the drain field rises exponentially

Let $y$ be the distance from the point where the electron velocity saturates, and let $u(y)$ be the electrostatic potential above its value there. Then $E=du/dy$. Take a box of length $dy$ and unit width, extending from the oxide interface down to the junction depth $x_j$. Three approximations are made: the longitudinal field is uniform over this depth, no vertical field leaves through the bottom, and the charge per unit area $Q$ in the box does not vary with $y$. The last agrees with constant current at constant velocity and uniform doping.

The field vector has longitudinal component $-u'$. Its net outward flux through the two ends contributes $-\epsilon_{\rm Si}x_ju''\,dy$ to Gauss's law. Through the top, the contribution is $\epsilon_{\rm ox}F_{\rm ox}\,dy$, where $F_{\rm ox}$ is the oxide field directed toward the gate. Hence
$$-\epsilon_{\rm Si}x_ju''+\epsilon_{\rm ox}F_{\rm ox}=Q. \tag{27}$$
At the saturation point $u=0$, and the model takes $u''=0$ there, so $\epsilon_{\rm ox}F_{\rm ox}(0)=Q$. Farther along, the surface potential is higher by $u$ while the gate potential is fixed, so $F_{\rm ox}=F_{\rm ox}(0)+u/t_{\rm ox}$ for an oxide of thickness $t_{\rm ox}$. The constant terms cancel, leaving
$$u''=\frac u{l^2},\qquad
l^2=\frac{\epsilon_{\rm Si}}{\epsilon_{\rm ox}}t_{\rm ox}x_j. \tag{28}$$

With $u(0)=0$ and $u'(0)=E_{\rm sat}$, the solution is
$$u=E_{\rm sat}l\sinh\frac yl,\qquad
E=E_{\rm sat}\cosh\frac yl. \tag{29}$$
Let the voltage dropped beyond saturation be $V$, and let the region end at $y=L_h$. Setting $u(L_h)=V$ and using $\cosh^2z=1+\sinh^2z$ gives
$$L_h=l\,\operatorname{arsinh}\frac{V}{E_{\rm sat}l},\qquad
E_p=\sqrt{E_{\rm sat}^2+\left(\frac Vl\right)^2}. \tag{30}$$
Since $\cosh(y/l)=\tfrac12e^{y/l}(1+e^{-2y/l})$, the field exceeds a pure exponential by 14% at $y=l$ and by only 2% at $y=2l$. The exponential used below has the same $l$ and the same peak $E_p$.

In an exponentially rising field the electron temperature rise is $l/(l+\lambda)$ times its local value, and a simple model of the drain region supplies the field length $l$ and the peak field $E_p$. It remains to put in numbers for a silicon transistor and to estimate what the model's assumptions cost.

Numbers in the example were calculated in double precision.
